Plane-wave cutoff convergence of RPA correlation energies and cardinal-number extrapolation

PROBLEM

A direct random-phase approximation (RPA) calculation represents the density response in plane waves with wave vectors |G| < Q, where E_cut = Q²/2. Hartree atomic units are used throughout. The correlation energy is

E_c = (1/2π) ∫₀^∞ dω Tr[ln(1 − χ0 v) + χ0 v],

where χ0(iω) is the noninteracting response and v(G) = 4π/G².

(a) Find the leading dependence of the truncation error on E_cut, with its coefficient, for a smooth density n(r).

(b) Find the first corrections for a uniform gas and for an inhomogeneous density.

(c) Correlation-consistent atomic basis sets, labelled by a cardinal number X, can be extrapolated by assuming an error proportional to X⁻³. Which part of this rule follows from the same large-momentum term, and which part is an additional assumption?

(d) Apply the results to a uniform gas with r_s = 2 bohr and to the helium atom.

SOLUTION

1. The response at large momentum

The system is closed-shell with time-reversal symmetry and a local one-electron potential. Its orbitals are converged separately, so the cutoff acts on the response alone. The volume Ω is large enough for momentum sums to become integrals; in a crystal this means a converged k-point mesh.

For occupied orbitals i with occupation f_i = 2, let D_i = H − ε_i. Summing over the excited states gives

χ0(G,G′,iω) = −(1/Ω) Σ_i f_i ⟨i| e^(−iG·r) [2D_i/(ω² + D_i²)] e^(iG′·r) |i⟩.

The intermediate states may include the occupied ones: exchanging two occupied orbitals reverses the sign of their energy difference, and their contributions cancel.

Moving the plane wave through the kinetic energy gives

D_i e^(iG′·r) = e^(iG′·r) [D_i + G′·p̂ + G′²/2],

where p̂ is the momentum operator. A smooth orbital has bounded typical momenta, and D_i|i⟩ = 0. At large G′ the bracket is therefore dominated by ε = G′²/2: the excited electron is nearly free. With the Fourier coefficients

n(g) = (1/Ω) ∫ n(r) e^(−ig·r) d³r,

the leading response is

χ0(G,G′,iω) ≈ −[2ε/(ω² + ε²)] n(G − G′).

For a smooth density n(g) falls rapidly, so G and G′ must be close to each other when either is large.

2. The second-order term

Since ln(1−x) + x = −x²/2 − x³/3 − …, the second-order energy is

E₂ = −(1/4π) ∫₀^∞ dω Σ_GG′ χ0(G,G′) v(G′) χ0(G′,G) v(G).

Write G = p + g/2 and G′ = p − g/2. For p much larger than g, both Coulomb factors are 4π/p² and ε = p²/2. The frequency integral is

∫₀^∞ 4ε²/(ω² + ε²)² dω = 4ε² · π/(4ε³) = π/ε = 2π/p².

Each midpoint momentum p therefore contributes

−(1/4π)(16π²/p⁴)(2π/p²) Σ_g |n(g)|² = −(8π²/p⁶) Σ_g |n(g)|².

The sum over p becomes Ω∫d³p/(2π)³, and Parseval's theorem gives Ω Σ_g |n(g)|² = ∫n(r)² d³r. The energy omitted beyond Q is

E_omitted = −∫n² d³r · ∫_Q^∞ [4πp²/(8π³)] (8π²/p⁶) dp
= −4 ∫n² d³r ∫_Q^∞ p⁻⁴ dp
= −[4/(3Q³)] ∫n² d³r.

The truncated energy lacks this negative contribution and so lies above the limit. Inserting Q³ = (2E_cut)^(3/2) = 2√2 E_cut^(3/2),

E_c(E_cut) − E_c(∞) ≈ (√2/3) E_cut^(−3/2) ∫n(r)² d³r.

This answers part (a). Two sufficiently large cutoffs E₁ < E₂ then determine the limit. Writing E_c(E_j) = E_∞ + A E_j^(−3/2), multiplying each equation by E_j^(3/2) and subtracting removes A:

E_∞ = [E₂^(3/2) E_c(E₂) − E₁^(3/2) E_c(E₁)] / [E₂^(3/2) − E₁^(3/2)].

The power has a real-space meaning. Two electrons exchanging a large momentum q acquire a combined excitation energy q². The first-order pair amplitude is −v(q)/q² = −4π/q⁴. Because ∇²r = 2/r, the Fourier transform of r is −8π/q⁴, so this amplitude is the transform of r₁₂/2. The slow convergence thus comes from the linear dependence of the pair function on the electron separation at short range.

3. Corrections in the uniform gas

Let two electrons have initial momenta k and k′ inside the Fermi sphere. Their excitation energies are Δ = q²/2 + q·k and Δ′ = q²/2 + q·k′, the sign of k′ being immaterial after averaging. For q > 2k_F both are positive, and

∫₀^∞ 4ΔΔ′/[(ω² + Δ²)(ω² + Δ′²)] dω = 2π/(Δ + Δ′).

With s the component of k + k′ along q, Δ + Δ′ = q²(1 + s/q). Odd powers of s average to zero, so the earlier integrand is multiplied by

1 + ⟨s²⟩/q² + ⟨s⁴⟩/q⁴ + ….

One momentum component a in a filled sphere has ⟨a²⟩ = k_F²/5 and ⟨a⁴⟩ = 3k_F⁴/35. For two independent components,

⟨s²⟩ = 2k_F²/5,
⟨s⁴⟩ = 2(3k_F⁴/35) + 6(k_F²/5)² = 72k_F⁴/175.

Integrating q⁻⁶ and q⁻⁸ instead of q⁻⁴ supplies relative factors 3/5 and 3/7. The second-order tail is therefore multiplied by

1 + 6k_F²/(25Q²) + 216k_F⁴/(1225Q⁴) + ….

The third-order term also enters at relative order Q⁻⁴. Since χ0v is negative, its contribution is positive:

(1/6π)(4πn/q²)³ ∫₀^∞ (2ε)³/(ω² + ε²)³ dω.

The integral is 8ε³ · 3π/(16ε⁵) = 3π/(2ε²) = 6π/q⁴, which gives 64π³n³/q¹⁰ per mode. Integration beyond Q yields

[64π³n³/(2π²)] ∫_Q^∞ q⁻⁸ dq = 32πn³/(7Q⁷)

per volume. Divided by the magnitude 4n²/(3Q³) of the leading tail, this is 24πn/(7Q⁴), with opposite sign. The first correction to the E_cut^(−3/2) law in the gas is thus of order E_cut^(−5/2).

4. Correction for an inhomogeneous density

A sharp cutoff keeps a pair (G,G′) only when both vectors lie inside the sphere. To first order in g, the longer one has length p + |g·p|/(2p), so pairs are already lost when p exceeds Q − δ, with δ = |g·p|/(2p). Then

∫_(Q−δ)^∞ p⁻⁴ dp = 1/[3(Q−δ)³] ≈ [1/(3Q³)](1 + 3δ/Q).

The directional average of |cos θ| is 1/2, so δ averages to |g|/4. The leading tail is multiplied by

1 + 3⟨|g|⟩/(4Q) + …,

where the average over g has weight |n(g)|².

No other term of relative order 1/Q arises. For real orbitals, integration by parts gives

⟨i|e^(−ig·r) p̂|i⟩ = (g/2)⟨i|e^(−ig·r)|i⟩.

The mean excitation energy is then G′²/2 + G′·g/2 = G·G′/2 = (p² − g²/4)/2, which has no term linear in g. The product G²G′² = (p² + g²/4)² − (p·g)² has none either. The correction to the energy is therefore of order Q⁻⁴, or E_cut^(−2), and it decays more slowly than the first correction in the gas. This completes part (b).

Two noninteracting electrons in the lowest orbital of a harmonic trap of frequency 1 hartree provide a case with a known response. Their density is n(r) = 2π^(−3/2)e^(−r²), so

∫n² d³r = 4/(2π)^(3/2) = 0.253975 bohr⁻³.

The weight |n(g)|² is proportional to e^(−g²/2), which gives ⟨|g|⟩ = 2√(2/π) and a predicted 1/Q coefficient of 1.1968 bohr⁻¹. All trap values are computed for the second-order energy E₂ alone. Numerical integration gives 1.1949 bohr⁻¹ after the next order is eliminated between Q = 40 and 80 bohr⁻¹. The ratio of the tail to its leading law is 1.157 at Q = 10 bohr⁻¹ and 1.015 at 80 bohr⁻¹. The asymptotic power is the same as in the gas, but it is reached more slowly.

5. From a momentum cutoff to an angular cutoff

In a spherical atom, a density fluctuation of angular momentum l has tangential momentum (l + ½)/r at radius r. This semiclassical relation is adequate for large l. Keeping l ≤ L places the boundary midway between L + ½ and L + 3/2, at tangential momentum K = (L + 1)/r.

The omitted region of momentum space now lies outside a cylinder instead of a sphere. The same q⁻⁶ tail requires

∫ dq_z/(q_t² + q_z²)³ = 3π/(8q_t⁵),

∫_K^∞ 2πq_t · 3π/(8q_t⁵) dq_t = π²/(4K³).

Multiplication by 8π²n²/(2π)³ = n²/π gives an omitted energy density of magnitude πn²/(4K³) = πn²r³/[4(L+1)³]. Integrating over 4πr²dr,

E_omitted(L) ≈ −C/(L + 1)³,  C = π² ∫₀^∞ n(r)² r⁵ dr.

The contribution of a single l is the part of this tail between l and l + 1, which at large l is −3C/(l + ½)⁴.

When the occupied orbitals are s orbitals, the angular momentum of the fluctuation equals that of the virtual orbital. Otherwise the two differ by at most the occupied angular momentum. This bounded shift does not alter the leading power.

For the trap, ∫r⁵e^(−2r²)dr = 1/8 and C = 1/(2π) = 0.159155 hartree. The computed second-order increment divided by its leading law is 0.964 at l = 5 and 0.999 at l = 40. The partial-wave sum, completed beyond l = 40 with the derived tail, and the separate momentum integral both give −0.0994057 hartree for the total second-order energy.

6. What the cardinal number adds

The number of plane waves in the sphere is

N_PW = [Ω/(2π)³](4πQ³/3) = ΩQ³/(6π²).

At fixed volume, an error proportional to Q⁻³ is an error proportional to 1/N_PW.

A correlation-consistent helium basis has X − l radial functions for each l from 0 to X − 1. Counting the 2l + 1 orientations,

N = Σ_l (2l + 1)(X − l) = X(X + 1)(2X + 1)/6 ≈ X³/3

at large X. Its highest angular momentum is L = X − 1, so the angular error approaches C/X³ at large X, again proportional to 1/N. At small X it is smaller: for helium with complete radial functions it is 83% of C/X³ at X = 3 and 93% at X = 5.

The angular part of the rule is therefore derived. The full rule assumes in addition that the error from missing radial functions falls as X⁻³ or faster. This is a property of a balanced family of basis sets, and it does not follow from angular truncation. If the radial set were frozen while L increased, the energy would approach the limit of that incomplete radial space. Radial errors can also change the coefficient, so the fitted X⁻³ coefficient need not equal C. This answers part (c).

7. Uniform gas with r_s = 2 bohr

Here n = 0.029842 bohr⁻³ and k_F = 0.95958 bohr⁻¹. Per electron, ∫n² d³r is n, so the leading error at 4 hartree is

(√2/3)(0.029842)/4^(3/2) = 0.0017584 hartree.

The table compares this law with errors from full RPA integrations, measured from the separately integrated RPA limit of −0.061801 hartree per electron. Errors are in millihartree per electron.

| E_cut (hartree) | Error | Leading law | Ratio |
|---|---|---|---|
| 4 | 1.8021 | 1.7584 | 1.025 |
| 6 | 0.9736 | 0.9572 | 1.017 |
| 9 | 0.5271 | 0.5210 | 1.012 |

The excess at 4 hartree follows from the corrections in section 3. With Q² = 8 bohr⁻², they give

1 + 0.0276 + 0.0023 − 0.0050 = 1.0249,

where the last term comes from third order. This agrees with the first row.

For the extrapolation from 6 and 9 hartree, 6^(3/2) = 14.697 and 9^(3/2) = 27, so

E_∞ = [27(−0.061274) − 14.697(−0.060828)]/12.303
= −0.061807 hartree per electron.

The raw error at 9 hartree is 0.527 millihartree, or 14.3 meV, per electron. Extrapolation leaves −0.006 millihartree relative to the integrated limit, about 1% of the raw error. It overshoots because the actual error falls slightly faster than the assumed law: its local exponent between the two cutoffs is 1.513.

8. Helium

The helium values use Hartree–Fock orbitals and direct RPA in the cc-pVDZ to cc-pV5Z bases, for which X = 2 to 5. The Hartree–Fock exchange operator is nonlocal, whereas section 1 assumed a local potential. Acting on e^(iG·r)φ it gives φ(r)∫|φ(r′)|² e^(iG·r′)/|r − r′| d³r′, which falls as 1/G², and the local part of D_i acting on φ leaves a remainder independent of G. The excitation energy is therefore still dominated by G²/2, and nonlocal exchange does not by itself change the leading laws. The energies for X = 4 and 5 are −0.063450 and −0.065246 hartree. The inverse-cube formula gives

E_∞ = [125(−0.065246) − 64(−0.063450)]/61
= −0.06713 hartree = −1.827 eV.

The pair X = 3 and 4 gives −0.06672 hartree. The two estimates differ by 0.4 millihartree, whereas the unextrapolated X = 5 energy lies 1.9 millihartree above the later estimate. Extrapolation is useful here, but the last digit of −0.06713 depends on the basis. The aug-cc-pVQZ and aug-cc-pV5Z pair gives −0.06715 hartree, and a partial-wave sum with complete radial functions gives the limit −0.06717 hartree (−1.828 eV). The estimate from X = 4 and 5 thus lies 0.04 millihartree above the limit, and that from X = 3 and 4 lies 0.45 millihartree above it.

The three energies with X = 3, 4 and 5 correspond to a local exponent of 2.55, not 3, so these bases have not reached a clean inverse-cube regime. Measured from the limit −0.067172 hartree, the error falls with exponent 2.75 between X = 3 and 4 and 2.95 between X = 4 and 5, so the departure comes mainly from X = 3.

The coefficient fitted to X = 4 and 5 is 0.2355 hartree, while the angular coefficient C is 0.1105 hartree. The angular tail alone thus does not account for the finite-X error. At X = 5 the error of 1.93 millihartree consists of 0.82 from the omitted angular momenta l > 4 and 1.11 from the radially incomplete description of l ≤ 4. The latter part, multiplied by X³, is about 0.14 hartree at both X = 4 and X = 5, which agrees with the assumption of section 6 over this short range.

Between X = 4 and 5, the combined third- and higher-order energy changes by 3.3% as much as the second-order energy. This is consistent with the second-order term controlling the slow convergence.

9. Range of validity

The plane-wave law requires Q to exceed the important momenta of the occupied orbitals and of the density. Sharp core structure delays its onset, and the smoothness assumption used here does not cover a nuclear cusp. With few k-points, plane waves enter in discrete shells, and the energy can scatter about the smooth law. If the orbital basis changes together with the response cutoff, its own error must be assessed separately.

The coefficient also belongs to direct RPA, which counts parallel-spin and antiparallel-spin pairs alike. In second-order theory with exchange, the direct and exchanged momentum transfers of a parallel-spin pair become equal in magnitude at large q. Their leading amplitudes cancel, and the coefficient is reduced. Extrapolation removes a basis error within the chosen theory; it does not supply the exchange and other correlation effects that direct RPA omits.

The numerical output below gives the remaining values for the gas, the trap and helium.

Values computed for the example and the checks

```
Hartree energy: 27.211386 eV
Gas: rs = 2.0 bohr, n = 0.029842 bohr^-3
Gas: kF = 0.95958 bohr^-1
Gas: RPA limit = -0.061801 hartree/electron
Gas: E_cut = 4.0 hartree (108.8 eV)
  truncated energy = -0.059999 hartree/electron
  error = 1.8021 mhartree/electron
  leading law = 1.7584 mhartree/electron
Gas: E_cut = 6.0 hartree (163.3 eV)
  truncated energy = -0.060828 hartree/electron
  error = 0.9736 mhartree/electron
  leading law = 0.9572 mhartree/electron
Gas: E_cut = 9.0 hartree (244.9 eV)
  truncated energy = -0.061274 hartree/electron
  error = 0.5271 mhartree/electron
  leading law = 0.5210 mhartree/electron
Gas: exponent from 6 and 9 hartree = 1.5133
Gas: extrapolated from 6, 9 = -0.061807 hartree/electron
  remaining error = -6.24 uhartree
  raw error at 9 hartree = 14.34 meV
Gas: Q^-2 coefficient / kF^2 = 0.2418 (law 0.2400)
Gas: higher-ring tail / third-order law = 1.0078
Trap: integral n^2 = 0.253975 bohr^-3 (frequency 1 hartree)
Trap: Q = 10 bohr^-1, tail / leading law = 1.15715
Trap: Q = 40 bohr^-1, tail / leading law = 1.03189
Trap: Q = 80 bohr^-1, tail / leading law = 1.01544
Trap: 1/Q coefficient = 1.1949 bohr^-1
  predicted = 1.1968 bohr^-1
Trap: second order, momentum = -0.0994057 hartree
Trap: second order, partial waves = -0.0994057 hartree
Trap: angular coefficient C = 0.159155 hartree
Trap: l = 5, increment / leading law = 0.96377
Trap: l = 10, increment / leading law = 0.98910
Trap: l = 20, increment / leading law = 0.99706
Trap: l = 40, increment / leading law = 0.99924
Trap: tail beyond L = 10 / leading law = 0.98992
He: X = 2, functions = 5, RPA = -0.045346 hartree
He: X = 3, functions = 14, RPA = -0.058966 hartree
He: X = 4, functions = 30, RPA = -0.063450 hartree
He: X = 5, functions = 55, RPA = -0.065246 hartree
He: exponent from X = 3, 4, 5: 2.552
He: X^-3 limit from 3, 4 = -0.066721 hartree
He: X^-3 limit from 4, 5 = -0.067130 hartree
  = -1.8267 eV
He: fitted X^-3 coefficient = 0.2355 hartree
He: angular coefficient C = 0.1105 hartree
He: higher-ring / second-order change, X 4 to 5 = 0.0328
```
